**Silicon atom densities tested against a linear oxidation-rate ratio**

The program tests whether the density n of outermost atoms explains a given (111)/(100) linear oxidation-rate ratio of 1.68. With cubic lattice parameter a, it counts atoms in an explicit diamond lattice and asserts n100 = 2/a² and n111 = 4/(√3 a²). Their ratio is 1.155, so equal reactivity per atom leaves a factor of 1.455 unexplained. The program also counts cut bonds and asserts the (111)/(100) ratios 1/√3 and √3 for the two possible (111) cuts. It solves the steady flux balances numerically and compares them with the linear-parabolic growth law, including a case with finite gas transport. Numerical integration of that law confirms the oxide thicknesses of the steam example, which uses rough typical rate constants. The remaining output sizes the barrier difference, in-plane strain or step reactivity that could supply the missing factor, without deciding which mechanism acts.

## Program and output

```python
# Result under test: ideal Si planes have n100 = 2/a^2 and n111 = 4/(sqrt(3)a^2).
# Equal reactivity per atom then gives a linear oxidation-rate ratio
# (111)/(100) of 2/sqrt(3), which is too small to explain the given 1.68.
# a: cubic lattice parameter; n: atoms per area in the outermost plane;
# k: interface reaction constant; h: gas transport constant; D: diffusivity;
# B: parabolic constant; L = B/A: linear constant; x: oxide thickness.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.spatial.distance import pdist

a_nm = const.physical_constants["lattice parameter of silicon"][0] * 1e9
kB_eV = const.k / const.e
given_ratio = 1.68

# Explicit diamond lattice; integer coordinates are in units of a/4.
fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
basis = np.vstack([fcc, fcc + 1])
cells = np.array(np.meshgrid(*[np.arange(-4, 5)] * 3)).reshape(3, -1).T
atoms = (4 * cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
site_set = set(map(tuple, atoms.tolist()))
bond_vectors = [(i, j, k) for i in (-1, 1) for j in (-1, 1) for k in (-1, 1)]


def count_face(normal, edge1, edge2, cut):
    """Atoms in top plane and cut bonds, per a^2, by explicit counting."""
    normal = np.array(normal)
    u, v = 4 * np.array(edge1), 4 * np.array(edge2)
    f, g = atoms @ u / (u @ u), atoms @ v / (v @ v)
    shift = 0.0137  # keeps atoms off the cell boundary
    inside = (f >= shift) & (f < shift + 1) & (g >= shift) & (g < shift + 1)
    height = atoms @ normal
    area = np.sqrt((u @ u) * (v @ v)) / 16
    top = height[height < cut].max()
    plane_count = np.sum(inside & (height == top))
    bonds = 0
    near = inside & (height < cut) & (height > cut - 4)
    for p in atoms[near]:
        for b in bond_vectors:
            q = p + np.array(b)
            if tuple(q.tolist()) in site_set and q @ normal > cut:
                bonds += 1
    return plane_count / area, bonds / area


def mean_spacing(normal):
    """Mean distance of atomic planes, in units of a."""
    normal = np.array(normal)
    levels = np.unique(atoms @ normal)
    levels = levels[(levels >= 0) & (levels <= 12)]
    return np.diff(levels).mean() / (4 * np.sqrt(normal @ normal))


n100, bonds100 = count_face((1, 0, 0), (0, 1, 0), (0, 0, 1), 0.5)
n111, bonds_wide = count_face((1, 1, 1), (1, -1, 0), (1, 1, -2), 1.5)
n111_b, bonds_close = count_face((1, 1, 1), (1, -1, 0), (1, 1, -2), 3.5)
d100, d111 = mean_spacing((1, 0, 0)), mean_spacing((1, 1, 1))
assert np.isclose(n100, 2) and np.isclose(n111, 4 / np.sqrt(3))
assert np.isclose(n111_b, n111)
assert np.isclose(n100 / d100, 8) and np.isclose(n111 / d111, 8)
assert np.isclose(d100, 1 / 4) and np.isclose(d111, 1 / (2 * np.sqrt(3)))
levels111 = np.unique(atoms @ np.array([1, 1, 1]))
levels111 = levels111[(levels111 >= 0) & (levels111 <= 4)]
gaps = np.diff(levels111) / (4 * np.sqrt(3))
assert np.allclose(gaps, [np.sqrt(3) / 4, 1 / (4 * np.sqrt(3))])
assert np.isclose(bonds100, 4)
assert np.isclose(bonds_wide / bonds100, 1 / np.sqrt(3))
assert np.isclose(bonds_close / bonds100, np.sqrt(3))
density_ratio = n111 / n100
assert np.isclose(density_ratio, 2 / np.sqrt(3))
assert density_ratio < given_ratio < 2 * density_ratio
missing = given_ratio / density_ratio
log_share = np.log(density_ratio) / np.log(given_ratio)
wide_ratio, close_ratio = bonds_wide / bonds100, bonds_close / bonds100
close_fraction = (given_ratio - wide_ratio) / (close_ratio - wide_ratio)


def steady_flux(k, h, D, x, c_star=1.0):
    """Solve the three flux balances for flux and both concentrations."""
    matrix = np.array([[1, h, 0], [x / D, -1, 1], [1, 0, -k]], float)
    return np.linalg.solve(matrix, [h * c_star, 0, 0])[0]


# Flux balance against the growth law, with oxidant density N = 1.
for k, h, D, x in [(0.7, 9.0, 2.0, 0.0), (1.3, 4.0, 0.8, 3.0)]:
    A_test, B_test = 2 * D * (1 / k + 1 / h), 2 * D
    assert np.isclose(steady_flux(k, h, D, x), B_test / (A_test + 2 * x))
fast_ratio = steady_flux(n111, 1e9, 1, 0) / steady_flux(n100, 1e9, 1, 0)
assert np.isclose(fast_ratio, density_ratio, rtol=1e-7)

# Finite gas transport, with a deliberately large resistance.
g_gas = 0.01
needed_k_ratio = given_ratio / (1 - (given_ratio - 1) * g_gas)
base_flux = steady_flux(g_gas, 1, 1, 0)
gas_ratio = steady_flux(g_gas * density_ratio, 1, 1, 0) / base_flux
recovered = steady_flux(g_gas * needed_k_ratio, 1, 1, 0) / base_flux
assert np.isclose(recovered, given_ratio)
assert gas_ratio < density_ratio and needed_k_ratio > given_ratio

# Barrier difference that would supply the missing factor.
T_C = 1000.0
T_K = T_C + const.zero_Celsius
delta_E = kB_eV * T_K * np.log(missing)


def barrier_ratio(energy, temperature):
    return density_ratio * np.exp(energy / (kB_eV * temperature))


root = brentq(lambda e: barrier_ratio(e, T_K) - given_ratio, 0, 1)
assert np.isclose(root, delta_E, rtol=1e-8)
ratio_900 = barrier_ratio(delta_E, 900 + const.zero_Celsius)
ratio_1100 = barrier_ratio(delta_E, 1100 + const.zero_Celsius)

# Rough steam-oxidation constants, nm and hours.
B = 3.0e5
L100 = 750.0
L111 = given_ratio * L100
L_density = density_ratio * L100
time_h = 0.1


def thickness(L):
    A = B / L
    return -A / 2 + np.sqrt(A * A / 4 + B * time_h)


for L in (L100, L111, L_density):
    run = solve_ivp(lambda t, x: B / (B / L + 2 * x), (0, time_h), [0],
                    rtol=1e-9, atol=1e-9)
    assert run.success and np.isclose(run.y[0, -1], thickness(L), rtol=1e-6)
x100, x111, x_density = map(thickness, (L100, L111, L_density))
assert 1 < x111 / x100 < given_ratio

# Silicon consumption and events per surface atom at zero thickness.
bulk_density = 8 / (a_nm * 1e-7) ** 3
oxide_density = 2.2e22  # rough SiO2 formula units per cm3
consumed = oxide_density / bulk_density
event100 = L100 * consumed / (d100 * a_nm) / 3600
event111 = L111 * consumed / (d111 * a_nm) / 3600
assert np.isclose(event111 / event100, missing)

# Neglected strain, expansion and steps.
thermal_strain = 0.004  # rough expansion from room temperature to 1000 C
density_loss = 1 - (1 + thermal_strain) ** -2
needed_compression = 1 - 1 / np.sqrt(missing)
assert np.isclose(density_ratio / (1 - needed_compression) ** 2, given_ratio)
layer = atoms[(atoms @ np.array([1, 1, 1]) == 0)]
neighbor = pdist(layer).min() / 4
row_spacing = 1 / (n111 * neighbor)
assert np.isclose(row_spacing, np.sqrt(6) / 4)
miscut_deg = 0.5
step_height = gaps.sum() * a_nm
assert np.isclose(step_height, a_nm / np.sqrt(3))
terrace = step_height / np.tan(np.deg2rad(miscut_deg))
step_fraction = row_spacing * a_nm / terrace
step_speedup = 1 + (missing - 1) / step_fraction
assert 0 < step_fraction < 0.05 and step_speedup > 1

unit = 1 / (a_nm * 1e-7) ** 2
print(f"Silicon lattice parameter: {a_nm:.6f} nm")
print(f"Atom density (100): {n100 * unit:.4e} cm^-2")
print(f"Atom density (111), one plane: {n111 * unit:.4e} cm^-2")
print(f"Atom density (111), both bilayer planes: {2*n111*unit:.4e} cm^-2")
print(f"Bulk atom density: {bulk_density:.4e} cm^-3")
print(f"Mean plane spacing (100): {d100 * a_nm:.4f} nm")
print(f"Mean plane spacing (111): {d111 * a_nm:.4f} nm")
print(f"Wide and close (111) gaps: {gaps[0]*a_nm:.4f}, {gaps[1]*a_nm:.4f} nm")
print(f"Atom-density ratio (111)/(100): {density_ratio:.4f}")
print(f"Ratio with both bilayer planes: {2 * density_ratio:.4f}")
print(f"Given linear-rate ratio: {given_ratio:.2f}")
print(f"Missing factor per atom: {missing:.4f}")
print(f"Explained share of log ratio: {100 * log_share:.1f} %")
print(f"Explained share of excess over one: "
      f"{100 * (density_ratio - 1) / (given_ratio - 1):.1f} %")
print(f"Prediction below given ratio by: {100*(1-1/missing):.1f} %")
print(f"Cut bonds (100): {bonds100 * unit:.4e} cm^-2")
print(f"Cut bonds (111), wide gap: {bonds_wide * unit:.4e} cm^-2")
print(f"Cut bonds (111), close gap: {bonds_close * unit:.4e} cm^-2")
print(f"Cut-bond ratios, wide and close: {wide_ratio:.4f}, {close_ratio:.4f}")
print(f"Close-cut area share fitted to given ratio: {100*close_fraction:.1f} %")
print(f"Assumed k100/h: {g_gas:.3f}")
print(f"Density-based rate ratio with this gas resistance: {gas_ratio:.4f}")
print(f"Reaction ratio then needed for given ratio: {needed_k_ratio:.4f}")
print(f"Example temperature: {T_C:.0f} C = {T_K:.2f} K")
print(f"Barrier difference for missing factor: {delta_E:.4f} eV")
print(f"Barrier-model ratio at 900 C: {ratio_900:.3f}")
print(f"Barrier-model ratio at 1100 C: {ratio_1100:.3f}")
print(f"Rough parabolic constant B: {B:.2e} nm^2/h")
print(f"Rough linear constant (100): {L100:.1f} nm/h")
print(f"Linear constant (111), given ratio: {L111:.1f} nm/h")
print(f"Linear constant (111), density model: {L_density:.1f} nm/h")
print(f"Oxidation time: {time_h:.2f} h")
print(f"Oxide thickness (100): {x100:.2f} nm")
print(f"Oxide thickness (111), given ratio: {x111:.2f} nm")
print(f"Oxide thickness (111), density model: {x_density:.2f} nm")
print(f"Thickness ratio, given rates: {x111 / x100:.4f}")
print(f"Thickness ratio, density model: {x_density / x100:.4f}")
print(f"Rough oxide formula-unit density: {oxide_density:.2e} cm^-3")
print(f"Silicon depth consumed per oxide thickness: {consumed:.4f}")
print(f"Initial events per atom (100): {event100:.4f} s^-1")
print(f"Initial events per atom (111): {event111:.4f} s^-1")
print(f"Rough thermal strain at 1000 C: {100 * thermal_strain:.2f} %")
print(f"Atom-density loss by expansion: {100 * density_loss:.2f} %")
print(f"In-plane (111) compression needed: {100*needed_compression:.1f} %")
print(f"Example (111) miscut: {miscut_deg:.2f} degrees")
print(f"Step height and terrace width: {step_height:.4f}, {terrace:.2f} nm")
print(f"Atomic row spacing on (111): {row_spacing * a_nm:.4f} nm")
print(f"Step-edge atom share: {100 * step_fraction:.2f} %")
print(f"Step-atom speedup needed if only (111) has steps: {step_speedup:.1f}")
print("success")
```

Printed output:

```
Silicon lattice parameter: 0.543102 nm
Atom density (100): 6.7806e+14 cm^-2
Atom density (111), one plane: 7.8295e+14 cm^-2
Atom density (111), both bilayer planes: 1.5659e+15 cm^-2
Bulk atom density: 4.9940e+22 cm^-3
Mean plane spacing (100): 0.1358 nm
Mean plane spacing (111): 0.1568 nm
Wide and close (111) gaps: 0.2352, 0.0784 nm
Atom-density ratio (111)/(100): 1.1547
Ratio with both bilayer planes: 2.3094
Given linear-rate ratio: 1.68
Missing factor per atom: 1.4549
Explained share of log ratio: 27.7 %
Explained share of excess over one: 22.8 %
Prediction below given ratio by: 31.3 %
Cut bonds (100): 1.3561e+15 cm^-2
Cut bonds (111), wide gap: 7.8295e+14 cm^-2
Cut bonds (111), close gap: 2.3489e+15 cm^-2
Cut-bond ratios, wide and close: 0.5774, 1.7321
Close-cut area share fitted to given ratio: 95.5 %
Assumed k100/h: 0.010
Density-based rate ratio with this gas resistance: 1.1529
Reaction ratio then needed for given ratio: 1.6915
Example temperature: 1000 C = 1273.15 K
Barrier difference for missing factor: 0.0411 eV
Barrier-model ratio at 900 C: 1.735
Barrier-model ratio at 1100 C: 1.635
Rough parabolic constant B: 3.00e+05 nm^2/h
Rough linear constant (100): 750.0 nm/h
Linear constant (111), given ratio: 1260.0 nm/h
Linear constant (111), density model: 866.0 nm/h
Oxidation time: 0.10 h
Oxide thickness (100): 64.58 nm
Oxide thickness (111), given ratio: 91.12 nm
Oxide thickness (111), density model: 71.74 nm
Thickness ratio, given rates: 1.4111
Thickness ratio, density model: 1.1110
Rough oxide formula-unit density: 2.20e+22 cm^-3
Silicon depth consumed per oxide thickness: 0.4405
Initial events per atom (100): 0.6759 s^-1
Initial events per atom (111): 0.9835 s^-1
Rough thermal strain at 1000 C: 0.40 %
Atom-density loss by expansion: 0.80 %
In-plane (111) compression needed: 17.1 %
Example (111) miscut: 0.50 degrees
Step height and terrace width: 0.3136, 35.93 nm
Atomic row spacing on (111): 0.3326 nm
Step-edge atom share: 0.93 %
Step-atom speedup needed if only (111) has steps: 50.1
success
```
